# Finite-Wavelength Correction to the Polarizability of a Nanometre Air Pore: verification in Python

```python
"""
Result under test: a small sphere (radius a, permittivity eps_i) in a lossless
matrix (eps_m) has the electric-dipole polarizability
    alpha = 4 pi a^3 beta [1 + delta + i (2/3) x^3 beta + O(x^4)]
    beta  = (m2 - 1)/(m2 + 2),  m2 = eps_i/eps_m
    delta = (3/5) x^2 (m2 - 2)/(m2 + 2),  x = 2 pi a sqrt(eps_m)/wavelength
alpha is defined by p = eps_0 eps_m alpha E0, where E0 is the incident field
at the centre and p is the point dipole radiating the same dipole wave.
The reference values come from numerical integration of the radial Maxwell
equation, with lengths in units of the sphere radius.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.special import spherical_jn, spherical_yn


def riccati(n, z):
    """Regular and irregular Riccati-Bessel functions and derivatives."""
    j, dj = spherical_jn(n, z), spherical_jn(n, z, derivative=True)
    y, dy = spherical_yn(n, z), spherical_yn(n, z, derivative=True)
    return z * j, j + z * dj, z * y, y + z * dy


def beta_of(eps_i, eps_m):
    return (eps_i - eps_m) / (eps_i + 2 * eps_m)


def delta_of(x, eps_i, eps_m):
    m2 = eps_i / eps_m
    return 0.6 * x**2 * (m2 - 2) / (m2 + 2)


def maxwell_sphere(x, eps_i, eps_m):
    """Polarizabilities divided by the quasistatic one, from the radial ODE:
    outgoing wave, weighted currents, plain integral of polarization."""
    k = x
    k0 = x / np.sqrt(eps_m)

    def rhs(eps):
        return lambda r, y: [eps * y[1], (2 / (eps * r**2) - k0**2) * y[0]]

    opts = dict(method="DOP853", rtol=1e-12, atol=1e-16)
    r0 = 1e-3
    inner = solve_ivp(rhs(eps_i), (r0, 1), [r0**2, 2 * r0 / eps_i],
                      dense_output=True, **opts)
    outer = solve_ivp(rhs(eps_m), (1, 2), inner.y[:, -1], **opts)
    assert inner.success and outer.success
    u, w = outer.y[:, -1]
    psi, dpsi, eta, deta = riccati(1, 2 * k)
    A, B = np.linalg.solve([[psi, eta], [dpsi, deta]], [u, eps_m * w / k])
    incident = A + 1j * B
    a1 = 1j * B / incident
    static = 4 * np.pi * beta_of(eps_i, eps_m)
    wave = 6j * np.pi * a1 / k**3 / static

    # Dipole moment from the polarization inside the sphere
    nodes, weights = np.polynomial.legendre.leggauss(40)
    r = r0 + (1 - r0) * (nodes + 1) / 2
    weights = weights * (1 - r0) / 2
    ui, wi = inner.sol(r)
    dui = eps_i * wi
    p_in, dp_in, _, _ = riccati(1, k * r)
    centre_field = 2 * incident * k**2 / (3 * eps_m)
    factor = (eps_i - eps_m) / (eps_i * eps_m * centre_field * static)
    plain = factor * 8 * np.pi / 3 * np.sum(weights * (ui + r * dui))
    density = 16 * np.pi / 3 * ui * p_in / r**2 + 8 * np.pi / 3 * dui * k * dp_in
    current = factor * 3 / (2 * k**2) * np.sum(weights * density)
    return wave, current, plain


def multipole(n, x, m, magnetic):
    """Sphere scattering coefficient of order n, from exact matching."""
    p, dp, e, de = riccati(n, x)
    q, dq, _, _ = riccati(n, m * x)
    h, dh = p + 1j * e, dp + 1j * de
    if magnetic:
        return (q * dp - m * p * dq) / (q * dh - m * h * dq)
    return (m * q * dp - p * dq) / (m * q * dh - h * dq)


# Inputs
radius, wavelength = 2.0, 633.0          # nm
eps_air, eps_mat = 1.0, 2.8
n_optical = 1.40                         # rough typical optical index
porosity, log_width, aspect, wall = 0.25, 0.25, 1.10, 0.10


def size(a, eps):
    return 2 * np.pi * a * np.sqrt(eps) / wavelength


x = size(radius, eps_mat)
m2 = eps_air / eps_mat
beta = beta_of(eps_air, eps_mat)
delta = delta_of(x, eps_air, eps_mat)
wave, current, plain = maxwell_sphere(x, eps_air, eps_mat)

# The expansion against Maxwell's equation, for both signs of the correction
for ei, em, xt in [(1, 2.8, x), (1, 1.96, 0.03), (4, 1, 0.05),
                   (9, 1, 0.05), (2, 1, 0.05)]:
    got = maxwell_sphere(xt, ei, em)
    d = delta_of(xt, ei, em)
    # The omitted real terms start at x^4; 1e-8 allows for integration error
    assert abs(got[0].real - 1 - d) < xt**4 + 1e-8
    # The currents omit a core of relative volume 1e-9
    assert abs(got[0] - got[1]) < 1e-7
    assert abs(got[2].real - 1 - d - xt**2 / 10) < xt**4 + 1e-7

# The remainder must grow as the fourth power of the radius
remainders = []
for a in (5.0, 10.0):
    xa = size(a, eps_mat)
    remainders.append(maxwell_sphere(xa, eps_air, eps_mat)[0].real
                      - 1 - delta_of(xa, eps_air, eps_mat))
growth = remainders[1] / remainders[0]
assert 15 < growth < 17

radiative = 2 / 3 * x**3 * beta
assert abs(wave.imag / radiative - 1) < 0.01

# Air-pore form, and the radius at which the correction is one in a thousand
air_form = (-0.6 * (2 * np.pi * radius / wavelength)**2
            * eps_mat * (2 * eps_mat - 1) / (2 * eps_mat + 1))
assert abs((wave.real - 1) / air_form - 1) < 0.01
radius_thousandth = radius * np.sqrt(1e-3 / abs(delta))
check = maxwell_sphere(size(radius_thousandth, eps_mat), eps_air, eps_mat)[0]
assert abs(check.real - 1 + 1e-3) < 1e-5

# Other multipoles, relative to the electric dipole in forward scattering
m = np.sqrt(m2)
a1 = multipole(1, x, m, False)
mag_ratio = (multipole(1, x, m, True) / a1).real
quad_ratio = (5 / 3 * multipole(2, x, m, False) / a1).real
assert abs(mag_ratio / (x**2 * (m2 + 2) / 30) - 1) < 0.01
assert abs(quad_ratio / (x**2 * (m2 + 2) / (6 * (2 * m2 + 3))) - 1) < 0.01

# Optical permittivity in place of the low-frequency constant
eps_opt = n_optical**2
x_opt = size(radius, eps_opt)
delta_opt = delta_of(x_opt, eps_air, eps_opt)
wave_opt = maxwell_sphere(x_opt, eps_air, eps_opt)[0]
assert abs(wave_opt.real - 1 - delta_opt) < x_opt**4 + 1e-8
beta_opt = beta_of(eps_air, eps_opt)

# Log-normal radii: volume-weighted mean square radius over median squared
def moment(power):
    return quad(lambda s: np.exp(power * log_width * s - s * s / 2), -12, 12)[0]


spread = moment(5) / moment(3)
assert abs(spread / np.exp(8 * log_width**2) - 1) < 1e-7

# Slightly elongated pore of the same volume
c_axis, b_axis = aspect**(2 / 3), aspect**(-1 / 3)
L_axis = 0.5 * quad(lambda s: 1 / ((s + c_axis**2)**1.5 * (s + b_axis**2)),
                    0, np.inf, epsabs=1e-12)[0]
ecc = np.sqrt(1 - 1 / aspect**2)
L_closed = (1 - ecc**2) / ecc**2 * (np.arctanh(ecc) / ecc - 1)
assert abs(L_axis - L_closed) < 1e-8


def shape_ratio(L):
    contrast = eps_air - eps_mat
    return (eps_mat + contrast / 3) / (eps_mat + L * contrast)


shape_axis = shape_ratio(L_axis) - 1
shape_mean = (shape_ratio(L_axis) + 2 * shape_ratio((1 - L_axis) / 2)) / 3 - 1

# Maxwell Garnett value, tested by a coated sphere that leaves the field uniform
def garnett(b):
    return eps_mat * (1 + 2 * porosity * b) / (1 - porosity * b)


core3 = porosity
P, Q = np.linalg.solve([[1, 1 / core3], [eps_mat, -2 * eps_mat / core3]],
                       [1, eps_air])
eps_coated = eps_mat * (P - 2 * Q) / (P + Q)
eps_eff = garnett(beta)
assert abs(eps_eff - eps_coated) < 1e-12
index_shift = np.sqrt(garnett(beta * (1 + delta))) - np.sqrt(eps_eff)
local_field = 1 / (1 - porosity * beta) - 1
wall_change = (1 + wall / radius)**3 - 1

print(f"pore radius = {radius:.1f} nm")
print(f"vacuum wavelength = {wavelength:.0f} nm")
print(f"matrix permittivity = {eps_mat:.2f} (dimensionless)")
print(f"wavelength in matrix = {wavelength / np.sqrt(eps_mat):.1f} nm")
print(f"size parameter x = {x:.5f} (dimensionless)")
print(f"x squared = {x**2:.4e} (dimensionless)")
print(f"permittivity ratio m2 = {m2:.5f} (dimensionless)")
print(f"beta = {beta:.5f} (dimensionless)")
print(f"quasistatic polarizability = {4*np.pi*radius**3*beta:.3f} nm^3")
print(f"coefficient delta/x^2 = {delta / x**2:.4f} (dimensionless)")
print(f"leading correction delta = {delta:.4e} (relative)")
print(f"Maxwell integration, real correction = {wave.real-1:.4e} (relative)")
print(f"same from weighted currents = {current.real-1:.4e} (relative)")
print(f"plain polarization integral = {plain.real-1:.4e} (relative)")
print(f"radiative term, formula = {radiative:.3e} (relative, imaginary)")
print(f"radiative term, integration = {wave.imag:.3e} (relative, imaginary)")
print(f"remainder growth, 5 to 10 nm = {growth:.2f} (ratio)")
print(f"radius for |delta| = 0.001: {radius_thousandth:.3f} nm")
print(f"magnetic dipole / electric dipole = {mag_ratio:.3e} (forward)")
print(f"electric quadrupole / dipole = {quad_ratio:.3e} (forward)")
print(f"rough optical index = {n_optical:.2f} (dimensionless)")
print(f"optical permittivity = {eps_opt:.3f} (dimensionless)")
print(f"beta at optical permittivity = {beta_opt:.5f} (dimensionless)")
print(f"delta at optical permittivity = {delta_opt:.4e} (relative)")
print(f"change of |beta|, 2.8 to optical = {100*(beta_opt/beta-1):.1f} %")
print(f"wall position uncertainty = {wall:.2f} nm")
print(f"polarizability change from wall = {100*wall_change:.1f} %")
print(f"log-normal width of radii = {log_width:.2f} (dimensionless)")
print(f"factor on delta from size spread = {spread:.3f} (ratio)")
print(f"delta with size spread = {delta*spread:.3e} (relative)")
print(f"pore aspect ratio = {aspect:.2f} (dimensionless)")
print(f"depolarization factor on long axis = {L_axis:.5f} (dimensionless)")
print(f"shape change along long axis = {100*shape_axis:.2f} %")
print(f"shape change, orientation mean = {shape_mean:.3e} (relative)")
print(f"porosity = {100*porosity:.0f} %")
print(f"local-field change at this porosity = {100*local_field:.2f} %")
print(f"Maxwell Garnett permittivity = {eps_eff:.4f} (dimensionless)")
print(f"Maxwell Garnett index = {np.sqrt(eps_eff):.4f} (dimensionless)")
print(f"index shift from delta alone = {index_shift:.2e} (dimensionless)")
print("checks complete")
```

It prints:

```
pore radius = 2.0 nm
vacuum wavelength = 633 nm
matrix permittivity = 2.80 (dimensionless)
wavelength in matrix = 378.3 nm
size parameter x = 0.03322 (dimensionless)
x squared = 1.1035e-03 (dimensionless)
permittivity ratio m2 = 0.35714 (dimensionless)
beta = -0.27273 (dimensionless)
quasistatic polarizability = -27.418 nm^3
coefficient delta/x^2 = -0.4182 (dimensionless)
leading correction delta = -4.6146e-04 (relative)
Maxwell integration, real correction = -4.6122e-04 (relative)
same from weighted currents = -4.6122e-04 (relative)
plain polarization integral = -3.5091e-04 (relative)
radiative term, formula = -6.665e-06 (relative, imaginary)
radiative term, integration = -6.659e-06 (relative, imaginary)
remainder growth, 5 to 10 nm = 15.79 (ratio)
radius for |delta| = 0.001: 2.944 nm
magnetic dipole / electric dipole = 8.672e-05 (forward)
electric quadrupole / dipole = 1.167e-04 (forward)
rough optical index = 1.40 (dimensionless)
optical permittivity = 1.960 (dimensionless)
beta at optical permittivity = -0.19512 (dimensionless)
delta at optical permittivity = -2.7507e-04 (relative)
change of |beta|, 2.8 to optical = -28.5 %
wall position uncertainty = 0.10 nm
polarizability change from wall = 15.8 %
log-normal width of radii = 0.25 (dimensionless)
factor on delta from size spread = 1.649 (ratio)
delta with size spread = -7.608e-04 (relative)
pore aspect ratio = 1.10 (dimensionless)
depolarization factor on long axis = 0.30828 (dimensionless)
shape change along long axis = -2.01 %
shape change, orientation mean = 2.079e-04 (relative)
porosity = 25 %
local-field change at this porosity = -6.38 %
Maxwell Garnett permittivity = 2.2638 (dimensionless)
Maxwell Garnett index = 1.5046 (dimensionless)
index shift from delta alone = 7.70e-05 (dimensionless)
checks complete
```
